# Why Coulomb scattering cancels in the summed interband polarisation

A gain calculation that describes Coulomb scattering by a decay rate for each interband coherence, and stops there, lets the interaction do something it cannot do, and can misjudge the gain below the gap. In the model quantum well treated below, such damping gives a gain of about 165 cm⁻¹ at 50 meV below the gap and a peak of about 3800 cm⁻¹. Keeping the scattering that carries coherence from one momentum to another changes these to about 57 and 5000 cm⁻¹, at the same density, temperature, gap and dipole. For the starting coherence used below, the damping-only model also makes the total polarisation start to decay at 18 ps⁻¹ through collisions alone, although a band-independent Coulomb interaction has no direct action on that total.

## Statement and conventions

Let $a_{\lambda k}$ remove an electron from band $\lambda=c,v$. The label $k$ includes spin, which no term below flips. Define

$$P=\sum_k a^\dagger_{vk}a_{ck},\qquad p_k=\langle a^\dagger_{vk}a_{ck}\rangle,\qquad f_{\lambda k}=\langle a^\dagger_{\lambda k}a_{\lambda k}\rangle .$$

For a $k$-independent dipole $d$, taken real, the macroscopic polarisation is proportional to $d\langle P\rangle$. The Coulomb interaction in area $A$ is

$$H_C=\frac1{2A}\sum_{q\ne0}V_q(\rho_q\rho_{-q}-N),\qquad \rho_q=\sum_{\lambda k}a^\dagger_{\lambda,k+q}a_{\lambda k}.$$

Band independence means that the same $V_q$ acts within and between the two bands, and that the interaction does not itself turn a $c$ electron into a $v$ electron. In the linear regime, where the $f_{\lambda k}$ are fixed and the coherences are small, write the collision term as

$$\dot p_k|_{\rm coll}=-\Gamma^D_kp_k+\sum_{k'}\Gamma^{ND}_{kk'}p_{k'} .$$

The result is

$$\boxed{[H_C,P]=0,\qquad \sum_k\Gamma^{ND}_{kk'}=\Gamma^D_{k'}\ \text{ for each }k'.}$$

## First derivation: the commutator

For fermions,

$$[a_i^\dagger a_j,a_l^\dagger a_m]=\delta_{jl}a_i^\dagger a_m-\delta_{im}a_l^\dagger a_j .$$

Applied to the density and the polarisation, the first delta selects $\lambda=v$ and the second $\lambda=c$:

$$[\rho_q,P]=\sum_k a^\dagger_{v,k+q}a_{ck}-\sum_k a^\dagger_{v,k+q}a_{ck}=0 .$$

The density shifts momentum without looking at the band, while $P$ changes the band without looking at momentum, so their order is immaterial. Therefore

$$[\rho_q\rho_{-q},P]=\rho_q[\rho_{-q},P]+[\rho_q,P]\rho_{-q}=0 .$$

Also $[N,P]=0$, since $P$ conserves the electron number. This proves $[H_C,P]=0$.

Add the band energies and a resonant field of amplitude $E$ through $-dE\,P^\dagger-dE^*P$. With $\varepsilon_k=\varepsilon_{ck}-\varepsilon_{vk}$, the same commutator rule gives

$$i\hbar\frac{d\langle P\rangle}{dt}=\sum_k\varepsilon_kp_k-dE\sum_k(f_{vk}-f_{ck}). \tag{1}$$

No Coulomb term appears. For collisions, the second-order change of an observable $O$ under a perturbation $V$ is

$$\dot{\langle O\rangle}|_2=-\frac1{\hbar^2}\int_0^\infty d\tau\,\langle[[O,V],V(-\tau)]\rangle. \tag{2}$$

This follows by inserting the first-order density operator into its equation of motion and moving the commutators onto $O$ under the trace.

One point needs care: $V$ here is the interaction left after its mean-field part $V_1$ has been removed. Write $H_C=E_0+V_1+V_2$, where $V_1$ is a one-body operator and $V_2$ is normal ordered with respect to the factorised (Gaussian) state at the time the interaction acts. The earlier interaction is therefore ordered in the state at $-\tau$. Free evolution carries that state and that operator forward together, so $V_2(-\tau)$ is normal ordered in the present state. Ordering both interactions in the present state would instead leave a spurious term of first order in $p$, because the coherences change phase during the delay; this happens for parallel bands too, unless their common transition frequency is first removed by a rotating frame. Since $[P,H_C]=0$, we have $[P,V_2]=-[P,V_1]$, again a one-body operator. Its product with the normal-ordered two-body operator $V_2(-\tau)$ has zero mean in that state, because a one-body operator can pair with just two of the four operators. Equation (2) thus vanishes for $O=P$ and $V=V_2$, exchange scattering included.

Summing the linear collision law over $k$ now gives

$$0=\sum_{k'}\Big(\sum_k\Gamma^{ND}_{kk'}-\Gamma^D_{k'}\Big)p_{k'} .$$

The $p_{k'}$ can be chosen independently, so each bracket is zero. This is the column rule.

As a check on a case that could fail, the operators were built as matrices for two bands and four momenta, with the term in $N$, which commutes with $P$, left out of $H_C$. The commutator norm, relative to that of $H_CP$, was $2\times10^{-16}$. It rose to 0.05 when the valence charge was scaled by 0.9, and to 0.14 when the dipole fell by 10% of its first value per momentum step.

## Second derivation: the scattering terms themselves

The kinetic route follows each gain and loss. Collect occupations and coherence in

$$n_k=\begin{pmatrix}f_{ck}&p_k\\p_k^*&f_{vk}\end{pmatrix},\qquad (n_k)_{\alpha\beta}=\langle a^\dagger_{\beta k}a_{\alpha k}\rangle .$$

**Mean field.** The state is diagonal in momentum, so the direct mean field vanishes for $q\ne0$. Exchange gives the matrix $-A^{-1}\sum_{k'}V_{k-k'}n_{k'}$, with $k'$ of the same spin as $k$, and hence

$$i\hbar\dot n_k|_{\rm HF}=-\frac1A\sum_{k'}V_{k-k'}[n_{k'},n_k].$$

Its $cv$ element is

$$i\hbar\dot p_k|_{\rm HF}=-\frac1A\sum_{k'}V_{k-k'}\big[(f_{ck'}-f_{vk'})p_k-(f_{ck}-f_{vk})p_{k'}\big].$$

The first term shifts the transition energy; the second changes the effective field. Exchanging $k$ and $k'$ reverses the sign of the bracket, so the two cancel in the sum.

**Direct scattering.** Treat the scatterers as a bath with density $B_q$, where $B_q^\dagger=B_{-q}$:

$$V=\sum_{q\ne0}g_q\rho_qB_{-q},\qquad g_q=V_q/A,\qquad \langle B_q\rangle=0 .$$

Put $O=a^\dagger_{\beta k}a_{\alpha k}$ in (2). The inner commutator contains

$$[O,\rho_q]=a^\dagger_{\beta k}a_{\alpha,k-q}-a^\dagger_{\beta,k+q}a_{\alpha k}.$$

Set $k'=k-q$ in the first piece. The earlier interaction must return the momentum, and contributes $\sum_\lambda D_\lambda a^\dagger_{\lambda k'}a_{\lambda k}$ with

$$D_\lambda(k,k')=e^{-i(\varepsilon_{\lambda k'}-\varepsilon_{\lambda k})\tau/\hbar}.$$

Factorising the averages in the two operator orders gives

$$\langle a^\dagger_{\beta k}a_{\alpha k'}a^\dagger_{\lambda k'}a_{\lambda k}\rangle=(1-n_{k'})_{\alpha\lambda}(n_k)_{\lambda\beta},$$
$$\langle a^\dagger_{\lambda k'}a_{\lambda k}a^\dagger_{\beta k}a_{\alpha k'}\rangle=(n_{k'})_{\alpha\lambda}(1-n_k)_{\lambda\beta}.$$

The second piece of $[O,\rho_q]$ supplies the Hermitian conjugate. With the bath functions

$$C^>=g_q^2\langle B_{-q}B_q(-\tau)\rangle,\qquad C^<=g_q^2\langle B_q(-\tau)B_{-q}\rangle,\qquad q=k-k',$$

the collision term is

$$\dot n_k=-\frac1{\hbar^2}\int_0^\infty d\tau\sum_{k'}\big[C^>(1-n_{k'})Dn_k-C^<n_{k'}D(1-n_k)\big]+{\rm h.c.}$$

Now take the $cv$ element to first order in $p$. The two matrix products are

$$[(1-n_{k'})Dn_k]_{cv}=(1-f_{ck'})D_cp_k-p_{k'}D_vf_{vk},$$
$$[n_{k'}D(1-n_k)]_{cv}=-f_{ck'}D_cp_k+p_{k'}D_v(1-f_{vk}).$$

The conjugate part follows by interchanging $c$ and $v$ and taking the complex conjugate. Define

$$a_\lambda(k,k')=D_\lambda[C^>(1-f_{\lambda k'})+C^<f_{\lambda k'}],$$
$$b_\lambda(k,k')=D_\lambda[C^>f_{\lambda k}+C^<(1-f_{\lambda k})].$$

Then

$$\dot p_k=-\frac1{\hbar^2}\int_0^\infty d\tau\sum_{k'}\{[a_c+a_v^*]p_k-[b_v+b_c^*]p_{k'}\}. \tag{3}$$

To compare loss from $k$ with arrival elsewhere, interchange the labels in $b_\lambda$. The phase obeys $D_\lambda(k',k)^*=D_\lambda(k,k')$. Since $B_q^\dagger=B_{-q}$, conjugation reverses the bath operators, so $C^>(k',k)^*=C^<(k,k')$ and conversely. Hence

$$b_\lambda(k',k)^*=D_\lambda[C^<f_{\lambda k'}+C^>(1-f_{\lambda k'})]=a_\lambda(k,k').$$

The coefficient of $p_k$ in the summed equation is therefore zero at each delay $\tau$, before any long-time limit. This covers the energy shifts as well as the decay. The elements of (3) agreed with direct operator traces for three momenta and a distinguishable bath to $6\times10^{-16}$ in model units.

**Rates.** In the Markov limit the real part of $\hbar^{-2}\int_0^\infty D_\lambda C^>d\tau$ is half the golden-rule rate $w_\lambda(k\to k')$, taken without the final-state factor. The $C^<$ integral gives half of $w_\lambda(k'\to k)$. Thus

$$\Gamma^D_k=\tfrac12\sum_{\lambda k'}\big[w_\lambda(k\to k')(1-f_{\lambda k'})+w_\lambda(k'\to k)f_{\lambda k'}\big],$$
$$\Gamma^{ND}_{kk'}=\tfrac12\sum_\lambda\big[w_\lambda(k'\to k)(1-f_{\lambda k})+w_\lambda(k\to k')f_{\lambda k}\big].$$

Summing the second line over $k$ and renaming the labels reproduces the first. For holes, $f_v=1-f_h$ and $w_v(k\to k')=w_h(k'\to k)$; these replacements leave both formulas in the same form.

## What remains free to decay

The theorem removes the direct Coulomb term from (1), not the spread of $\varepsilon_k$. With no field, differentiating (1) gives

$$i\hbar\frac{d^2\langle P\rangle}{dt^2}=\sum_k\varepsilon_k\dot p_k .$$

Collisions enter here because they move coherence between different transition energies. If the bands are parallel, $\varepsilon_k=\Delta$, then $\langle P\rangle$ rotates as $e^{-i\Delta t/\hbar}$ and its magnitude is constant. In the four-momentum model it stayed constant to $10^{-13}$, while individual coherences changed.

The effect on the line's far tail also follows. Let $M$ be the collision matrix, $\dot p=Mp$, let $s_k=f_{vk}-f_{ck}$, and let $z=\hbar\omega$. The steady response is

$$\chi\propto\mathbf1^T(L-z)^{-1}s,\qquad L=\varepsilon+i\hbar M .$$

At large $|z|$,

$$\mathbf1^T(L-z)^{-1}s=-\frac{\mathbf1^Ts}{z}-\frac{\mathbf1^TLs}{z^2}-\frac{\mathbf1^TL^2s}{z^3}-\dots$$

For real rates with diagonal damping alone, the second term has imaginary part $\hbar\sum_k\Gamma^D_ks_k/z^2$. With the column rule, $\mathbf1^TM=0$; that term is real, and the imaginary tail starts at $1/z^3$. Moving from 1000 to 2000 eV below the gap reduced the tail by factors of 4.00 and 7.99 respectively. These detunings test the algebra and have no device meaning. The expansion needs $|z|$ well beyond the highest transition energy kept, here about 1.9 eV above the gap; moving from 0.5 to 1 eV below the gap gives factors of only 1.7 and 3.3. The Markov limit is also not reliable far from resonance.

## A quantum well in numbers

The model has parabolic bands with masses 0.07 and 0.20 of the free-electron mass, an 8 nm well, $3\times10^{12}$ cm⁻² carriers of each kind, 300 K, a 1.30 eV gap and a dipole of 0.50 $e$ nm. Direct scattering uses a statically screened interaction. Mean-field terms, scattering energy shifts and exchange scattering are left out.

At $k=0.10$ nm⁻¹ the diagonal rate is 20.4 ps⁻¹. The column of nondiagonal rates, integrated separately in other coordinates, also gives 20.4 ps⁻¹. At 0.40 nm⁻¹ both are 11.9 ps⁻¹. The gain calculation itself uses the column rule to set the singular element $k=k'$, so these separate integrals are needed to show that the computed rates obey it. They start from the same rate formulas, and so test the numerical evaluation, not the theorem.

Take a starting coherence proportional to $s_k\exp[-(\varepsilon^{\rm kin}_k/60\ {\rm meV})^2]$, where $\varepsilon^{\rm kin}_k$ is the transition energy above the gap. Its weighted diagonal rate is 17.8 ps⁻¹. After 2 fs, diagonal damping predicts

$$|P/P_0|\simeq0.998\,e^{-17.8\times0.002}=0.963,$$

where 0.998 is the collision-free value. Full scattering gives 0.998. After 50 fs the collision-free, diagonal and full values are 0.34, 0.12 and 0.25. The compensation removes the immediate loss; the later loss beyond free dephasing comes from the redistribution described above.

The gain follows from

$$g=-\frac{\omega}{n_rc}\,{\rm Im}\,\chi,\qquad \chi=\frac{d}{\epsilon_0LAE}\sum_kp_k,$$

with refractive index $n_r=3.5$ and well width $L$. Full scattering raises the peak from 3789 to 4955 cm⁻¹, a factor $4955/3789=1.31$, and lowers the gain 50 meV below the gap by a factor $164.7/57.4=2.9$. These values keep states up to $k=1.6$ nm⁻¹. The peaks move by less than 0.4% with this cutoff, but the values below the gap become 173 and 54 cm⁻¹ for a cutoff of 1.0 nm⁻¹ and 162 and 58 cm⁻¹ for about 2.5 nm⁻¹, so the factor is best read as about 3. Both models become transparent about 130 meV above the gap, close to the sum of the chemical potentials, $102.1+28.5=130.6$ meV.

These parameters are rough values in the regime of a near-infrared III–V laser, with a carrier density towards the high side. A peak material gain of some thousands of cm⁻¹ is a reasonable size there, but the model is not a prediction for a device. Real wells break band independence because electrons and holes leak differently into the barriers. For barriers of 150 and 100 meV, the Coulomb envelope factors at the electron Fermi wavenumber are 0.415, 0.432 and 0.453 on a 0.1 nm grid (0.416, 0.434 and 0.455 with exact envelopes) for electron–electron, electron–hole and hole–hole pairs. Thus a given scatterer acts on the two carriers with strengths that differ by 4 to 5%. These factors use the in-plane masses across the well as well. A heavy hole is usually heavier in the growth direction; with a mass of 0.35 to 0.45 there, the difference becomes 7 to 9%.

The kinetic derivation shows what this does. If the couplings are $g_c$ and $g_v$, diagonal terms carry $g_c^2$ or $g_v^2$, but nondiagonal terms carry $g_cg_v$. With $r_\lambda$ the summed rate at unit coupling, the column imbalance is

$$\tfrac12(g_c^2r_c+g_v^2r_v)-\tfrac12g_cg_v(r_c+r_v)=\tfrac12(g_c-g_v)(g_cr_c-g_vr_v).$$

For positive rates its size, relative to the diagonal rate, is at most the coupling difference divided by the smaller coupling: about 5% for the envelope factors quoted, or 0.9 ps⁻¹ out of 18, if the mismatch at this wavenumber is used throughout. Removing all the compensation lowers the peak gain by 24%, but the first losses count for more than a proportional share: reducing every nondiagonal rate by 5% lowers the peak by about 1.6%, and reducing it by 10% lowers the peak by about 3%.

Other omissions also affect the spectrum. Screened exchange would lower the gap by about 18 meV at $k=0$, and the Coulomb-hole term by about a further 37 meV in the static approximation (about 34 meV if the static screening depends on $q$); the field enhancement is also missing. So is scattering by polar phonons, for which a bulk estimate with the electron mass alone gives 6.5 ps⁻¹; the diagonal rate for both carriers in the well is about 8 ps⁻¹ unscreened and about 2 ps⁻¹ with static screening, that is about a half and about a tenth of the Coulomb value. The second hole subband would hold about 7% of the density in the first for infinite barriers and a hole mass of 0.20 across the well. With the 100 meV barrier and the total hole density held fixed this rises to nearly 30%, and with a heavier growth-direction mass it can reach about half, so the single hole subband is a simplification of the model and not a good description of such a well. The kinetic transition energy reaches 11% of the gap at the electron Fermi wavenumber, which sets the scale for variation of the dipole. Finally, $\hbar$ times the mean diagonal rate is $0.45\,k_BT$, so the Markov rates are not accurate to the digits quoted for the comparison. The values at 2 fs show what the two rate equations imply, not the real dynamics at so short a time.

## What each derivation assumes

The commutator proof needs a common coupling for the two bands, no interband Coulomb conversion and a constant dipole. It does not need weak interaction, equilibrium or a particular dimension. It also covers a phonon coupling of the form $\sum_qM_q\rho_q(b_q+b^\dagger_{-q})$, since $[\rho_q,P]=0$. It gives no individual rate. The column rule needs the further assumption that collisions have a closed linear form which respects the commutator.

The kinetic proof assumes in addition a factorised state, second-order direct scattering and free motion between the two interactions. In return it gives the rates, identifies which arrival cancels which loss, and measures the failure when the couplings differ. A calculation that approximates the diagonal and nondiagonal terms separately can lose the cancellation even though its Hamiltonian obeys the theorem. The column sum is the direct way to find out. Further values are in the numerical output below.

## Values computed for the example and the checks

```
relative commutator, equal bands: 2.1e-16
relative commutator, valence charge factor 0.9: 0.0516
relative commutator, k-dependent dipole: 0.1353
largest memory-kernel error (model units): 5.5e-16
moment 0, exact / bare (model units): 0.326051 / 0.326051
moment 1, exact / bare (model units): 2.507520 / 2.507520
moment 2, exact / bare (model units): 18.969958 / 18.969958
moment 3, exact / bare (model units): 143.404178 / 142.146262
relative change of |P|, parallel bands: 1.2e-13
relative change of |P|, unequal bands: 12.9003
masses e, h (free-electron mass): 0.07, 0.20
well width: 8.0 nm; temperature: 300 K
sheet density: 3.00e+12 cm^-2
gap: 1.30 eV; dipole: 0.50 e nm
relative permittivity: 13.0; refractive index: 3.5
chemical potentials e, h: 102.1, 28.5 meV
thermal energy: 25.85 meV; screening: 0.636 nm^-1
k=0.10 nm^-1: diagonal rate 20.366 ps^-1
  nondiagonal column integral: 20.366 ps^-1
  like-carrier share of diagonal rate: 51.8 %
k=0.40 nm^-1: diagonal rate 11.878 ps^-1
  nondiagonal column integral: 11.878 ps^-1
  like-carrier share of diagonal rate: 67.9 %
pulse 1/e half-width in transition energy: 60 meV
pulse-weighted diagonal rate: 17.84 ps^-1
|P/P0| at 2 fs, free/diagonal/full: 0.9978 / 0.9628 / 0.9976
|P/P0| at 20 fs, free/diagonal/full: 0.8035 / 0.5589 / 0.7472
|P/P0| at 50 fs, free/diagonal/full: 0.3398 / 0.1223 / 0.2473
diagonal peak gain: 3789 cm^-1
  peak photon energy: 1.336 eV
  gain 50 meV below gap: 164.7 cm^-1
  transparency above gap: 129.9 meV
full peak gain: 4955 cm^-1
  peak photon energy: 1.326 eV
  gain 50 meV below gap: 57.4 cm^-1
  transparency above gap: 130.7 meV
sum of chemical potentials: 130.6 meV
coarse-grid full peak gain: 4955 cm^-1
far-tail ratio on doubling detuning, D/full: 3.996/7.988
omitted screened-exchange gap shift at k=0: -17.9 meV
second-subband density/first, e/h: 0.08/6.83 %
finite barriers e, h: 150, 100 meV
envelope factors ee, eh, hh at k_F: 0.4148, 0.4324, 0.4525
k_F: 0.434 nm^-1; kinetic transition energy/gap: 10.7 %
two-band interband overlap squared at k_F: 5.3 %
phonon energy: 36 meV; high-frequency permittivity: 11.0
polar-phonon dephasing scale: 6.54 ps^-1
Markov size, hbar*mean diagonal rate/kT: 0.454
```
